From Luttinger Parameters to the Hole-Band Coefficients A, B and C, part 2

The problem is to relate the Dresselhaus-Kip-Kittel constants A, B and C to the Luttinger parameters γ1, γ2 and γ3 at the valence-band top (k = 0) of diamond and zinc-blende crystals. E is the electron energy, counted upward from the J = 3/2 edge. The J = 1/2 level lies lower by Δ. Coefficients of k² are in units of ħ²/2m0, with m0 the free-electron mass. To order k², the heavy-hole (upper sign) and light-hole bands are

E(k) = A k² ± [B²k⁴ + C²S]^{1/2}, (1)

S = kx²ky² + ky²kz² + kz²kx². (2)

The four-band matrix in the J = 3/2 states, with {P,Q} = PQ + QP, and its energies are

H = −γ1k² + 2γ2 Σi ki²(Ji² − 5/4) + 2γ3 Σi<j ki kj {Ji,Jj}. (3)

E(k) = −γ1k² ± [4γ2²k⁴ + 12(γ3² − γ2²)S]^{1/2}. (23)

The conversion is

A = −γ1, B = −2γ2, C² = 12(γ3² − γ2²). (4)

Without spin, the edge has energy E0 and real functions X, Y, Z, coupled through the momentum p to other bands n of energy En:

Hij = k²δij + (2/m0) Σab ka kb Σn ⟨i|pa|n⟩⟨n|pb|j⟩/(E0 − En). (5)

Symmetry leaves three constants in this orbital matrix:

HXX = k² + L kx² + M(ky² + kz²), HXY = N kxky, and cyclic. (6)

They satisfy N = −6γ3 and

B = (L − M)/3, (24)

A = 1 + (L + 2M)/3, C² = [N² − (L − M)²]/3. (25)

With l the orbital angular momentum and σ the Pauli matrices, the six-band matrix adds to (6) the spin-orbit term

Hso = (Δ/3)(l·σ − 1). (13)

Projecting it on J = 3/2 gives (3). For k along z, mJ, counted along k, labels the bands:

E(mJ = ±3/2) = (−γ1 + 2γ2)k² = (A − B)k²,
E(mJ = ±1/2) = (−γ1 − 2γ2)k² = (A + B)k². (26)

Along [111] the corresponding coefficients are A + 2γ3 and A − 2γ3.

**Electron energy and hole energy**

The hole energy is Eh = −E. Reversing the sign of (1) gives

Eh = −Ak² ∓ [B²k⁴ + C²S]^{1/2}. (28)

If this is written in the form Ah k² ± [Bh²k⁴ + C²S]^{1/2}, then

Ah = γ1, Bh = 2γ2, C² = 12(γ3² − γ2²), (29)

and the heavy band now takes the lower sign. Bh changes sign together with A because (26) defines it as half an energy difference, and every energy difference is reversed. C² does not change, since it is the coefficient of a squared energy.

A set with A and B of equal sign therefore belongs to γ2 > 0 when γ1 > 0, in either energy convention. If the true B is negative but is quoted as a positive magnitude, the energies (1) are still right, but (26) then assigns mJ = ±3/2 and mJ = ±1/2 to the wrong bands, and values of L and M computed from B are wrong.

**The inverse conversion**

From (4),

γ1 = −A, γ2 = −B/2, |γ3| = (B²/4 + C²/12)^{1/2}. (30)

The sign of γ3 is that of −N, and A, B and C do not contain it. For the orbital constants, (25) gives L + 2M = 3(A − 1) and (24) gives L − M = 3B. Subtracting the second from the first leaves 3M = 3(A − 1) − 3B, and so

M = A − 1 − B, L = M + 3B = A − 1 + 2B. (31)

A wrong sign of B changes L by 4|B| and M by 2|B|.

**Range of the coefficients and limiting cases**

C is real if |γ3| ≥ |γ2|. In the opposite case C² is negative, and C² itself is the parameter to use. The root in (1) stays real nevertheless. To see this, write a, b, c for kx², ky², kz². From

(a − b)² + (b − c)² + (c − a)² ≥ 0

it follows that a² + b² + c² ≥ S, and therefore k⁴ ≥ 3S. The ratio S/k⁴ runs from 0, along [001], to 1/3, along [111]. The quantity under the root in (23), divided by k⁴, is linear in this ratio and runs from 4γ2² to 4γ3². It is nowhere negative.

The same argument gives the condition for both bands to fall along every ray that starts at k = 0. The largest value of the root is 2max(|γ2|,|γ3|)k², so the condition is

γ1 > 2 max(|γ2|,|γ3|). (32)

Condition (32) says nothing about the curvature across the ray. Near [001], for B ≠ 0, expanding the root in (1) gives the heavy band the coefficient A + |B| + C²/(2|B|) of kx², which is positive when C² is large enough, as in both examples below. The masses along a fixed direction, counted positive for holes, are m0 divided by the magnitude of the coefficient of k². They describe the energy along the ray and are not the full mass tensor. Along [110], S = k⁴/4, and the quantity under the root is 4γ2² + 3γ3² − 3γ2² = γ2² + 3γ3². With the upper sign for the heavy band,

[001]: m = m0/(γ1 ∓ 2|γ2|),
[110]: m = m0/[γ1 ∓ (γ2² + 3γ3²)^{1/2}],
[111]: m = m0/(γ1 ∓ 2|γ3|). (33)

For |γ2| = |γ3|, C² vanishes and both bands are isotropic. For γ2 = 0, B vanishes and the two bands touch along the cubic axes. For C² > 0 the root grows with S/k⁴, so the heavy mass is largest along [111] and the light mass is smallest there.

**Coupling to the split-off band**

The projection on J = 3/2 neglects the coupling to J = 1/2. Along [001] this coupling can be found in closed form. The orbital energies are (1 + L)k² for Z and (1 + M)k² for X and Y. The states with mJ = 3/2 are built from X + iY with spin up. They are eigenstates of the orbital matrix and also of l·σ, so they remain uncoupled for any Δ. For mJ = 1/2 there are two states:

|3/2⟩ = √(2/3) Z↑ − (1/√6)(X + iY)↓,
|1/2⟩ = (1/√3) Z↑ + (1/√3)(X + iY)↓, (34)

labelled here by J. The norm of X + iY is √2, so the weights of Z are 2/3 and 1/3. The mean orbital energies are

1 + (2L + M)/3 = A + B and 1 + (L + 2M)/3 = A,

each times k². The connecting element is (√2/3)(L − M)k² = √2 Bk². Let ε = ħ²k²/2m0. The two levels, now in energy units, are (A + B)ε and −Δ + Aε, with separation Δ + Bε and coupling √2 Bε. Diagonalizing the 2 × 2 matrix shifts the upper level upward by

δ = [(Δ + Bε)²/4 + 2B²ε²]^{1/2} − (Δ + Bε)/2. (35)

For |B|ε small compared with Δ this becomes

δ ≈ 2B²ε²/Δ = 8γ2²ε²/Δ. (36)

The shift is of order k⁴ and leaves A, B and C untouched at the band edge. It falls on the band with mJ = ±1/2. For negative B that is the light band, and for positive B the heavy one. The sign of B, invisible in the four-band energies, thus becomes visible in the energies at finite Δ.

Along [111] the orbital matrix again has one longitudinal and two equal transverse energies, and the same reasoning applies with −2γ3 in place of B. The band mJ = ±3/2 stays uncoupled there too.

Along [110] this protection is lost. Suppose a J = 3/2 band state had no coupling to J = 1/2. It would then be an eigenstate of the orbital matrix itself. The orbital energies along [110], without the free term, are (L + M + N)/2, (L + M − N)/2 and M. If all three differ, an eigenstate has the form of a single real orbital times a spinor. In the real basis each component of l has zero diagonal elements, so l·σ turns such a state into one that contains the other two orbitals. The state cannot then be an eigenstate of l·σ, which contradicts the assumption. Both the heavy and the light band therefore couple to the split-off band.

**Worked example: silicon and germanium**

The inputs are model values chosen to have the size typical of the two materials, and they are taken as exact in the arithmetic. For silicon they are γ1 = 4.3, γ2 = 0.34, γ3 = 1.45 and Δ = 0.044 eV. For germanium they are γ1 = 13.4, γ2 = 4.2, γ3 = 5.7 and Δ = 0.29 eV. The conversion for silicon is

A = −4.30, B = −2 × 0.34 = −0.68,
C² = 12(1.45² − 0.34²) = 12 × 1.987 = 23.84, |C| = 4.88. (37)

For germanium it is

A = −13.40, B = −2 × 4.2 = −8.40,
C² = 12(5.7² − 4.2²) = 12 × 14.85 = 178.2, |C| = 13.35. (38)

A, B and C are in units of ħ²/2m0, and C² is in the square of this unit. In silicon |C| is about seven times |B|, so the separation of the two bands depends strongly on direction. In germanium the ratio is about 1.6.

The inverse relation recovers γ3 for silicon: (0.68²/4 + 23.84/12)^{1/2} = 1.45. The orbital constants from (31) are L = −4.30 − 1 − 1.36 = −6.66 and M = −4.30 − 1 + 0.68 = −4.62, with N = −8.70. If B were entered as +0.68 while A stayed negative, the result would be L = −3.94 and M = −5.98, and the order of the two constants would be reversed. For germanium the same slip changes L from −31.2 to +2.4 and M from −6.0 to −22.8.

The masses from (33), in units of m0, are as follows.

Silicon, heavy and light:
[001]: 0.28 and 0.20
[110]: 0.57 and 0.15
[111]: 0.71 and 0.14

Germanium, heavy and light:
[001]: 0.20 and 0.046
[110]: 0.37 and 0.041
[111]: 0.50 and 0.040

Along [111] in silicon, for instance, the heavy mass is 1/(4.3 − 2.9) = 0.71. This small difference of larger numbers makes the heavy mass sensitive to the inputs: with γ1 held fixed, a change of γ3 by 0.05 moves the denominator by 0.10, or 7 per cent.

The effect of the sign of B can be followed in silicon along [001] at k = 0.5 nm⁻¹. With ħ²/2m0 = 0.0381 eV nm², ε = 0.0381 × 0.25 eV = 9.53 meV. The four-band hole energies are 3.62ε = 34.5 meV and 4.98ε = 47.4 meV. For B = −0.68 the separation in (35) is 44 − 6.5 = 37.5 meV and the coupling is √2 × 0.68 × 9.53 = 9.2 meV. The light band moves upward in electron energy by

δ = (18.76² + 9.16²)^{1/2} − 18.76 = 2.12 meV, (39)

and the heavy band does not move. With B = +0.68 the separation is 50.5 meV, and it is the heavy band that moves, by 1.61 meV. These shifts agree with the six-band diagonalization in the numerical output.

**How far the four-band formula reaches**

At 300 K, kT = 25.9 meV, where kT is the thermal energy. To size the neglected coupling, take in each band and direction the wave vector at which the four-band hole energy equals kT, and find the six-band hole energy at the same wave vector. The results, in meV, are as follows.

Silicon, heavy and light:
[001]: 25.9 and 25.2
[110]: 14.0 and 22.7
[111]: 25.9 and 20.3

Germanium, heavy and light:
[001]: 25.9 and 25.1
[110]: 23.5 and 24.9
[111]: 25.9 and 24.8

The heavy band is unchanged along [001] and [111], as derived above. Along [110] in silicon its hole energy is 46 per cent below the four-band value. At this wave vector, k = 0.62 nm⁻¹, ε is about 15 meV. The orbital energies without the free term are −9.99ε, −4.62ε and −1.29ε. The upper two are separated by 3.33ε, about 49 meV, which is comparable with Δ. The condition for the projection is then violated, even though the hole energy itself is below Δ.

The direction of the change can be read from the opposite limit. When the orbital separations are large compared with Δ, the uppermost band approaches the curvature 1 − 1.29 = −0.29, against −1.77 for the four-band heavy band. It becomes flatter. Since l·σ has zero mean in a single real orbital, (13) adds only the constant −Δ/3 to its energy, which is small compared with the orbital terms in this limit. In this limit the hole energy is therefore smaller than the four-band value. The example at k = 0.62 nm⁻¹ has not yet reached the limit: there 0.29ε + Δ/3 is about 19 meV, against the six-band 14.0 meV. The direction of the change nevertheless holds at any k, because the highest eigenvalue of the six-band matrix cannot lie below the highest eigenvalue of its J = 3/2 block. In germanium Δ is larger, and the greatest of the six deviations is 9 per cent of the four-band energy, again for the heavy band along [110].

The six-band matrix still leaves out the energy dependence of the denominators in (5). A hole energy Eh changes a denominator of size G by a fraction of order Eh/G. With rough direct gaps of 3.4 eV for silicon and 0.8 eV for germanium, kT/G is 0.8 and 3.2 per cent. These are estimates of order of magnitude and not calculated corrections.

**Relation to real crystals**

The chosen parameters lie in the usual range for the two materials. The masses they give are of the size found for holes near the band edge, roughly 0.5 m0 and 0.15 m0 in silicon and roughly 0.3 m0 and 0.04 m0 in germanium when averaged over direction. In silicon at room temperature, the largest of the corrections estimated above comes from the coupling to the split-off band. It lowers the heavy-hole energy along [110] by nearly half at the chosen wave vector, so A, B and C describe the band edge there and not the whole thermal population. In germanium the corresponding correction is about a tenth. Uniaxial strain adds terms to (3) that split the fourfold edge. Confinement along z splits it as well, because kz² in (3) then has a nonzero mean value even for the lowest states. In both cases the form (1) no longer holds near k = 0. The size of these changes depends on the strain and the confinement and is not included here. In III-V crystals, which lack inversion symmetry, spin-orbit coupling permits terms linear in k. They are absent from (3). In a band and direction where they change the energy, they exceed the k² terms at sufficiently small k. The conversion (4) then applies to the k² part of the matrix, while (1) is an approximation for wave vectors at which the linear terms are small.

Values computed for the example and the checks

```
hbar^2/(2 m0) = 0.03810 eV nm^2; kT(300 K) = 25.85 meV
constants allowed by symmetry at order k^2: 3
Si rough input: g1 = 4.3, g2 = 0.34, g3 = 1.45
Si rough input: delta = 0.044 eV, direct gap = 3.4 eV
Si A = -4.30, B = -0.68 (hbar^2/2m0)
Si C^2 = 23.84 (hbar^2/2m0)^2, |C| = 4.88
Si L = -6.66, M = -4.62, N = -8.70 (hbar^2/2m0)
Si g3 recovered from A, B, C = 1.450
Si with B sign reversed: L = -3.94, M = -5.98
Si [001] masses: heavy 0.276, light 0.201 m0
Si [110] masses: heavy 0.566, light 0.146 m0
Si [111] masses: heavy 0.714, light 0.139 m0
Si [001] k at kT: heavy 0.433, light 0.369 1/nm
Si [001] six-band hole energy there: heavy 25.85, light 25.25 meV
Si [110] k at kT: heavy 0.620, light 0.315 1/nm
Si [110] six-band hole energy there: heavy 14.02, light 22.73 meV
Si [111] k at kT: heavy 0.696, light 0.307 1/nm
Si [111] six-band hole energy there: heavy 25.85, light 20.31 meV
Si remote-band measure kT/gap = 0.8 %
Ge rough input: g1 = 13.4, g2 = 4.2, g3 = 5.7
Ge rough input: delta = 0.29 eV, direct gap = 0.8 eV
Ge A = -13.40, B = -8.40 (hbar^2/2m0)
Ge C^2 = 178.20 (hbar^2/2m0)^2, |C| = 13.35
Ge L = -31.20, M = -6.00, N = -34.20 (hbar^2/2m0)
Ge g3 recovered from A, B, C = 5.700
Ge with B sign reversed: L = 2.40, M = -22.80
Ge [001] masses: heavy 0.200, light 0.046 m0
Ge [110] masses: heavy 0.374, light 0.041 m0
Ge [111] masses: heavy 0.500, light 0.040 m0
Ge [001] k at kT: heavy 0.368, light 0.176 1/nm
Ge [001] six-band hole energy there: heavy 25.85, light 25.15 meV
Ge [110] k at kT: heavy 0.504, light 0.168 1/nm
Ge [110] six-band hole energy there: heavy 23.47, light 24.94 meV
Ge [111] k at kT: heavy 0.582, light 0.165 1/nm
Ge [111] six-band hole energy there: heavy 25.85, light 24.84 meV
Ge remote-band measure kT/gap = 3.2 %
Si sign test at k = 0.5 1/nm along [001]
four-band hole energy: heavy 34.48, light 47.43 meV
B < 0: upward electron shift heavy 0.00, light 2.12 meV
B > 0: upward electron shift heavy 1.61, light 0.00 meV
```
